# A Factorable Joint Spectral Intensity Does Not Prove Pure Heralded Photons

Let a source emit photon pairs in which the signal and the idler can each occupy two frequency bins. Take the joint amplitudes, with rows for the signal bin and columns for the idler bin, to be

$$f=\frac12\begin{pmatrix}1&1\\1&-1\end{pmatrix}.$$

All four coincidence probabilities are $1/4$. That table is the product of two uniform distributions, so the measured intensities show no correlation. Yet if the idler is detected without learning its bin, the signal is left in the state

$$\rho_s=ff^\dagger=\frac14\begin{pmatrix}2&0\\0&2\end{pmatrix}=\frac12\,\mathbb 1,$$

the most mixed state that two bins allow. With $+1$ in the last corner, the same intensities belong to a product state and the signal is pure. The difference is one sign, which the intensities do not record.

## The belief and its appeal

The joint spectral intensity (JSI) is the coincidence rate as a function of the two photon frequencies. The belief is that a factorable JSI guarantees pure heralded photons: take the square root of the data, decompose it into singular values, find one dominant value, and read off a purity near one.

The reasoning is sound if the joint amplitude has a flat phase. It also contains a true converse, shown below: a correlated JSI does rule out perfect purity. The fault lies in treating the square root of the JSI as the amplitude.

## What the JSI can establish

Let $\nu_s,\nu_i$ be angular-frequency offsets from the central frequencies. To leading order in the pair-generation gain, with a pure pump and one spatial and polarization mode per photon, the pair has a normalized amplitude $f(\nu_s,\nu_i)=|f|e^{i\theta}$. The herald is assumed to resolve neither frequency nor arrival time, so the idler is traced out:

$$\rho_s(\nu,\nu')=\int f(\nu,\mu)f^*(\nu',\mu)\,d\mu .$$

The purity $P=\mathrm{Tr}\,\rho_s^2$ is therefore

$$P=\int f(\nu,\mu)f^*(\nu',\mu)f(\nu',\mu')f^*(\nu,\mu')\,d\nu\,d\nu'\,d\mu\,d\mu'.$$

Replacing each factor by its modulus cannot reduce the integral, so $P(f)\le P(|f|)$. The purity computed from the square root of the JSI is an upper bound. If the JSI is correlated, $|f|$ is not a product of a signal function and an idler function, so it has more than one Schmidt weight and the bound lies below one.

If the JSI factorizes, $|f|=A(\nu_s)B(\nu_i)$ with $A^2$ and $B^2$ normalized, and the bound equals one. Since $P$ is real, only the cosine of the total phase survives:

$$1-P=\int A^2(\nu)A^2(\nu')B^2(\mu)B^2(\mu')\,[1-\cos\Delta]\,d\nu\,d\nu'\,d\mu\,d\mu',$$

$$\Delta=\theta(\nu,\mu)-\theta(\nu',\mu)+\theta(\nu',\mu')-\theta(\nu,\mu').$$

The integrand is nonnegative, so $P=1$ requires $\Delta=0$ modulo $2\pi$ almost everywhere on the support. Fixing $\nu'$ and $\mu'$ then gives $\theta$ as a function of $\nu$ plus a function of $\mu$. Conversely, any such sum cancels from $\Delta$. Purity thus needs a factorable phase as well as a factorable intensity. In the two-bin example $\Delta=\pm\pi$ whenever the two signal bins differ and the two idler bins differ.

## How a chirped pump supplies the phase

In parametric down-conversion, energy conservation gives $f=\alpha(\nu_s+\nu_i)\,\phi(\nu_s,\nu_i)$, where $\alpha$ is the pump spectrum and $\phi$ the phase-matching function. With fields varying as $e^{-i\omega t}$, group-delay dispersion $\beta$ multiplies $\alpha(\Omega)$ by $e^{i\beta\Omega^2/2}$. This factor has unit modulus, so the JSI is unchanged. Its phase is

$$\frac{\beta}{2}(\nu_s+\nu_i)^2=\frac{\beta}{2}\nu_s^2+\frac{\beta}{2}\nu_i^2+\beta\nu_s\nu_i .$$

The first two terms are additive and do not affect $P$. The last is not. For a given idler frequency it is linear in $\nu_s$, which means a signal delay of $\beta\nu_i$. An unresolved idler leaves the signal in a mixture of delays.

Take a factorable Gaussian JSI with standard deviations $\sigma_s,\sigma_i$. Without the additive phases,

$$f=\frac{1}{\sqrt{2\pi\sigma_s\sigma_i}}\exp\!\left[-\frac{\nu_s^2}{4\sigma_s^2}-\frac{\nu_i^2}{4\sigma_i^2}+i\beta\nu_s\nu_i\right].$$

Let $g^2(\nu)$ be the normalized signal spectrum, with $g>0$. The idler integral is the Fourier transform of a normal density:

$$\rho_s(\nu,\nu')=g(\nu)g(\nu')\exp\!\left[-\tfrac12\beta^2\sigma_i^2(\nu-\nu')^2\right].$$

Squaring this doubles the exponent. In $\mathrm{Tr}\,\rho_s^2$ the weights $g^2(\nu)g^2(\nu')$ describe two independent normal variables, whose difference $x$ has variance $2\sigma_s^2$. Hence

$$P=\int\frac{dx}{\sqrt{4\pi\sigma_s^2}}\exp\!\left[-\frac{x^2}{4\sigma_s^2}-\beta^2\sigma_i^2x^2\right]
=\frac{1}{\sqrt{1+4\beta^2\sigma_s^2\sigma_i^2}} .$$

The quantity $2|\beta|\sigma_s\sigma_i$ is the delay spread $|\beta|\sigma_i$ divided by the signal's transform-limited duration $1/(2\sigma_s)$, both as standard deviations. Purity falls appreciably when the two are comparable. The sign of $\beta$ does not matter here.

## Purity from the pump duration

For symmetric group-velocity matching, let the pump and phase-matching amplitudes be $\exp[-(\nu_s\pm\nu_i)^2/(4\sigma^2)]$, with the upper sign for the pump. Their exponents add to $-(\nu_s^2+\nu_i^2)/(2\sigma^2)$, so the JSI factorizes with $\sigma_s^2=\sigma_i^2=\sigma^2/2$. Defining $b=\beta\sigma^2$ gives $P=1/\sqrt{1+b^2}$.

The chirped pump spectrum is $e^{-\kappa\Omega^2}$ with $\kappa=1/(4\sigma^2)-i\beta/2$. Its Fourier transform is proportional to $e^{-t^2/(4\kappa)}$, and the intensity to $\exp[-\tfrac12t^2\,\mathrm{Re}(1/\kappa)]$. The variance of the pulse in time is

$$\frac{1}{\mathrm{Re}(1/\kappa)}=\frac{|\kappa|^2}{\mathrm{Re}\,\kappa}
=4\sigma^2\left(\frac{1}{16\sigma^4}+\frac{\beta^2}{4}\right)=\frac{1+4b^2}{4\sigma^2}.$$

The pulse is longer than its transform limit by $s=\sqrt{1+4b^2}$. Substituting $b^2=(s^2-1)/4$ yields

$$P=\frac{2}{\sqrt{s^2+3}} .$$

At fixed pump spectrum, $s=1$ gives unit purity, $s=2$ gives 0.756 and $s=5$ gives 0.378. For large $s$, $P\approx2/s$.

The same entanglement appears in arrival times. Put $T=(t_s+t_i)/2$ and $\tau=(t_s-t_i)/2$. Since $\nu_st_s+\nu_it_i=(\nu_s+\nu_i)T+(\nu_s-\nu_i)\tau$, the Fourier transform separates into $e^{-T^2/(4\kappa)}e^{-\sigma^2\tau^2}$. The variance of $T$ is that of the pump pulse, $(1+4b^2)/(4\sigma^2)$, while that of $\tau$ stays at $1/(4\sigma^2)$. With $t_s=T+\tau$ and $t_i=T-\tau$, the correlation coefficient is

$$\frac{\mathrm{Var}\,T-\mathrm{Var}\,\tau}{\mathrm{Var}\,T+\mathrm{Var}\,\tau}=\frac{2b^2}{1+2b^2}.$$

A long pump leaves the birth time uncertain, but the two photons still arrive close together.

## A number

Consider a 790 nm pump with a transform-limited duration of 0.5 ps (full width at half maximum, FWHM), producing 1580 nm pairs. For a Gaussian the FWHM is 2.3548 standard deviations, and the spectral and temporal standard deviations have product $1/2$. Therefore $\sigma=2.3548/(2\times0.5\ \mathrm{ps})=2.3548$ rad/ps. Each photon has a bandwidth of 5.20 nm FWHM.

The chirp comes from a double-pass grating pair whose perpendicular separation is $G=60$ mm away from the compensating setting. With $n=1200$ lines/mm, $k=\omega/c$ and incidence angle $\theta_i=35^\circ$, the transverse wave number after the first grating is $k_x=2\pi n-k\sin\theta_i$. The excess phase is $2Gq$, apart from terms linear in frequency, with $q=\sqrt{k^2-k_x^2}=k\cos\theta_d$. Writing $k_x'=dk_x/dk=-\sin\theta_i$ and differentiating twice,

$$\frac{d^2q}{dk^2}=\frac{q^2(1-k_x'^2)-(k-k_xk_x')^2}{q^3}=-\frac{(kk_x'-k_x)^2}{q^3}=-\frac{(2\pi n)^2}{q^3}.$$

Multiplying by $2G/c^2$ and using $k=2\pi/\lambda$ gives

$$\beta=-\frac{\lambda^3Gn^2}{\pi c^2\cos^3\theta_d}=-0.189\ \mathrm{ps^2},$$

where $\sin\theta_d=n\lambda-\sin\theta_i$ gives $\theta_d=21.99^\circ$. Then $b=-0.18924\times2.3548^2=-1.049$, and

$$P=\frac{1}{\sqrt{1+1.049^2}}=0.690 .$$

The pump now lasts 1.16 ps, a stretch of 2.32. Building the amplitude numerically from the pump field in time and an integral along the crystal gives the same purity. The chirp changes the JSI by at most $1.7\times10^{-15}$ of its peak, which is rounding error. The square root of that JSI still yields a purity of 1.000. The arrival-time correlation coefficient is 0.688.

## Measurements that see the phase

Send the signals of two identical heralded sources onto a balanced beam splitter. For output frequencies $\omega,\omega'$ and idlers $\mu,\mu'$, the coincidence amplitude is, up to a sign,

$$\tfrac12\left[f(\omega,\mu)f(\omega',\mu')-f(\omega',\mu)f(\omega,\mu')\right].$$

On squaring and integrating, each direct term contributes $1/4$, and the cross terms together contribute $-P/2$ by the fourfold integral above. The coincidence probability is $(1-P)/2=0.155$. Relative to the value $1/2$ for distinguishable photons, the visibility is $P=0.690$.

One source also suffices. Its unheralded signal is a set of independent thermal modes with mean numbers $m\lambda_k$, where $m$ is the mean pair number and the Schmidt weights $\lambda_k$ are the eigenvalues of $\rho_s$. A thermal mode has $\langle n_k(n_k-1)\rangle=2m^2\lambda_k^2$, and different modes contribute $m^2\lambda_j\lambda_k$. The sum, divided by $m^2$, is $g^{(2)}(0)=1+\sum_k\lambda_k^2=1+P$. Here it is 1.690 instead of 2, for detection that integrates over the whole pulse and adds no background. This measurement does not involve the idler, so it gives the heralded purity only when the herald is unfiltered.

## What restores purity

Separate dispersive elements on signal and idler add only additive phases, so $P$ stays at 0.690. The opposite dispersion on the pump removes the cross term and returns $P$ to one. For this pulse and grating, $P\ge0.99$ requires $|\beta|\le\sqrt{0.99^{-2}-1}/\sigma^2=0.0257\ \mathrm{ps^2}$, or a separation error of at most about 8 mm.

Filtering the idler narrows the range of heralded delays. A Gaussian filter as wide as the idler spectrum halves $\sigma_i^2$, so $P=1/\sqrt{1+b^2/2}=0.803$. It passes $1/\sqrt2=0.707$ of the heralds.

## Four-wave mixing with one pulsed pump

With one pulsed pump supplying both photons, the pump function is the self-convolution of its spectrum. Suppose phase matching does not depend on how the two pump photons share their energy. Writing their frequency offsets as $W/2\pm u$, with $W=\nu_s+\nu_i$,

$$\int e^{-\kappa[(W/2+u)^2+(W/2-u)^2]}du=e^{-\kappa W^2/2}\sqrt{\frac{\pi}{2\kappa}} .$$

The phase $\beta W^2/4$ contains the cross term $\beta\nu_s\nu_i/2$. The JSI keeps its shape, but the pair rate at fixed pulse energy is multiplied by $1/(4\sigma^2|\kappa|)=1/s=0.430$. For a matched amplitude $e^{-(\nu_s-\nu_i)^2/(8\sigma^2)}$, the photon variances are $\sigma^2$. The wider spectra offset the halved cross phase, and $P=1/\sqrt{1+b^2}$ again. Self-phase modulation, two-photon absorption and narrow resonances lie outside this result.

## The real crystal

The down-conversion example is modelled on potassium titanyl phosphate (KTP) with a Gaussian nonlinearity profile. A rough signal–idler delay of 0.3 ps/mm requires a profile with a standard deviation of 2.0 mm, here in a 12 mm crystal. The 60 mm grating error is deliberately large. Real crystals are finite and dispersive, and their group velocities are not perfectly matched. Including the crystal ends, a rough dispersion of 200 fs²/mm for the pump, a deliberately generous 100 fs²/mm for each photon (KTP has some tens of fs²/mm there), an assumed pump delay mismatch of 0.01 ps/mm and the full grating phase changes the purity from 0.690 to 0.692. The slight rise is mostly explained by the pump's dispersion up to the crystal centre, $+0.0012\ \mathrm{ps^2}$, which partly cancels $\beta$. The JSI of this fuller model still suggests a purity above 0.9999. These figures assume that the profile is matched to the delay. Sellmeier data for KTP give about 0.295 ps/mm, which calls for 2.04 mm and again yields 0.692. Keeping the 2.00 mm profile in such a crystal lowers the purity to 0.686 and the value inferred from the JSI to 0.9998. Multipair emission is a separate defect: at 0.01 mean pairs per pulse, an inefficient herald selects more than one pair in about 1.7% of its events. A uniformly poled crystal would break the assumption of a Gaussian phase-matching function and needs its own calculation.

A factorable JSI therefore supports a claim of purity only together with evidence about the joint phase, or with a measurement sensitive to it. The values used here are listed in the numerical output below.

## Calculated quantities

```
pump wavelength: 790 nm; photons: 1580 nm
unchirped pump duration FWHM: 0.500 ps
pump spectral std sigma: 2.3548 rad/ps
pump bandwidth FWHM: 1.837 nm
signal and idler spectral std: 1.6651 rad/ps
signal and idler bandwidth FWHM: 5.197 nm
grating density: 1200 lines/mm; separation: 60.0 mm
grating incidence angle: 35.0 deg
grating diffraction angle: 21.99 deg
pump group-delay dispersion beta: -0.18924 ps^2
grating third-order phase: 3.364e-04 ps^3
dimensionless chirp b = beta sigma^2: -1.0493
chirped pump duration FWHM: 1.1624 ps
pump stretch factor: 2.3248
rough KTP signal-idler delay: 0.30 ps/mm
nonlinearity profile std: 2.002 mm; crystal: 12.0 mm
largest JSI change / JSI peak: 1.7e-15
JSI frequency correlation, magnitude: 1.5e-16
purity inferred from square root of JSI: 1.000000
true purity, decomposition: 0.689881
true purity, formula: 0.689881
Schmidt number: 1.4495
first four Schmidt weights: 0.81648 0.14984 0.02750 0.00505
arrival-time correlation coefficient: 0.6877
two-source coincidence probability: 0.1551
two-source interference visibility: 0.6899
unheralded signal g2(0): 1.6899
purity after separate photon compensation: 0.689881
purity after pump compensation: 1.000000
idler filter FWHM: 5.197 nm
purity with idler filter: 0.8031
fraction of heralds passed by filter: 0.7071
four-wave-mixing purity: 0.6899
four-wave-mixing chirped/unchirped pair rate: 0.4302
dispersion limit for purity 0.99: 0.02570 ps^2
grating separation error at that limit: 8.15 mm
pump stretch 1.0: purity 1.0000
pump stretch 1.5: purity 0.8729
pump stretch 2.0: purity 0.7559
pump stretch 3.0: purity 0.5774
pump stretch 5.0: purity 0.3780
purity with full grating phase: 0.689879
rough KTP pump dispersion: 200 fs^2/mm
rough KTP photon dispersion, each: 100 fs^2/mm
assumed pump delay mismatch: 0.010 ps/mm
pump dispersion to crystal centre: 0.00120 ps^2
full crystal model, unchirped purity: 0.999945
full crystal model, chirped purity: 0.692145
full crystal model, purity from JSI: 0.999969
mean pairs per pulse: 0.010
multipair fraction, inefficient herald: 0.01669
```
